# The Salt Term for a Charge in an Ion-Excluding Sphere: a numerical check

```python
"""Salt term of a charge q at the centre of an ion-excluding sphere.

Result under test (Gaussian form):
    Delta G = -q^2 kappa / (2 epsilon (1 + kappa a))
q: central charge; a: radius that ions cannot enter; epsilon: relative
permittivity of the solvent; kappa: inverse Debye length of a 1:1 salt.
Here q^2 stands for q^2/(4 pi epsilon_0), in eV angstrom.
Lengths are in angstrom, energies in eV, number densities in angstrom^-3.
The reduced potential is u = e phi / kT.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson, solve_bvp
from scipy.linalg import solve_banded

# Model parameters
radius = 4.0
eps_bulk = 80.0
temperature = 300.0
molar = 0.1

coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10   # e^2/(4 pi eps0), eV A
kT = sc.k * temperature / sc.e
bjerrum = coulomb / (eps_bulk * kT)


def ion_density(conc):
    """Number density of each ion species for a concentration in mol/L."""
    return conc * 1e3 * sc.N_A * 1e-30


def inverse_debye(conc):
    return np.sqrt(4 * np.pi * bjerrum * 2 * ion_density(conc))


def salt_term(conc, charge=1.0):
    """The derived formula, in eV."""
    k = inverse_debye(conc)
    return -charge**2 * coulomb * k / (2 * eps_bulk * (1 + k * radius))


# ---- Finite-volume solution of the linear problem, with and without salt ----
def uniform(r):
    return np.full_like(r, eps_bulk)


def smooth_cavity(start, end, eps_inner=2.0):
    """Permittivity rising smoothly from eps_inner to the bulk value."""
    def profile(r):
        t = np.clip((r - start) / (end - start), 0.0, 1.0)
        return eps_inner + (eps_bulk - eps_inner) * t**2 * (3 - 2 * t)
    return profile


def grid_salt_energy(profile, conc, h=0.02, cells=10000):
    """Energy (1/2) sum q phi with salt minus without salt, in eV."""
    faces = h * np.arange(cells + 1)
    centres = 0.5 * (faces[1:] + faces[:-1])
    volume = np.diff(faces**3) / 3
    link = profile(faces[1:-1]) * faces[1:-1]**2 / h
    outer_link = eps_bulk * faces[-1]**2 / (h / 2)
    source = np.where(centres < 1.0, volume, 0.0)    # uniformly charged ball
    source /= source.sum()
    ion_response = 4 * np.pi * coulomb / kT * 2 * ion_density(conc)
    energies = []
    for salted in (True, False):
        diagonal = np.zeros(cells)
        diagonal[:-1] += link
        diagonal[1:] += link
        diagonal[-1] += outer_link
        rhs = source.copy()
        if salted:
            diagonal += ion_response * volume * (centres > radius)
        else:
            rhs[-1] += outer_link / (eps_bulk * faces[-1])
        bands = np.zeros((3, cells))
        bands[0, 1:] = -link
        bands[1] = diagonal
        bands[2, :-1] = -link
        potential = solve_banded((1, 1), bands, rhs)
        energies.append(0.5 * coulomb * np.dot(source, potential))
    return energies[0] - energies[1]


kappa = inverse_debye(molar)
formula = salt_term(molar)
grid_uniform = grid_salt_energy(uniform, molar)
grid_settled = grid_salt_energy(smooth_cavity(1.5, radius), molar)
grid_late = grid_salt_energy(smooth_cavity(2.0, 8.0), molar)
grid_strong = grid_salt_energy(uniform, 1.0)
# Tolerance covers the second-order grid error
assert abs(grid_uniform / formula - 1) < 2e-4
assert abs(grid_settled / formula - 1) < 2e-4
assert abs(grid_strong / salt_term(1.0) - 1) < 5e-4
# A permittivity that settles only beyond the ion radius breaks the formula
assert abs(grid_late / formula - 1) > 0.02


# ---- The ion cloud: total charge and its potential at the centre ----
def linear_u(r):
    return bjerrum * np.exp(-kappa * (r - radius)) / (r * (1 + kappa * radius))


def cloud_per_length(r):
    """Ion charge per unit radius, in units of e."""
    return -2 * ion_density(molar) * linear_u(r) * 4 * np.pi * r**2


far = radius + 40 / kappa
cloud_charge = quad(cloud_per_length, radius, far, epsabs=1e-12, limit=200)[0]
cloud_centre = quad(lambda r: cloud_per_length(r) * coulomb / (eps_bulk * r),
                    radius, far, epsabs=1e-12, limit=200)[0]
shell_radius = radius + 1 / kappa
assert abs(cloud_charge + 1) < 1e-8
assert abs(cloud_centre / (2 * formula) - 1) < 1e-8
assert abs(cloud_centre / (-coulomb / (eps_bulk * shell_radius)) - 1) < 1e-8


# ---- Nonlinear Poisson-Boltzmann equation from the Boltzmann densities ----
outer = radius + 15 / kappa


def solve_nonlinear(charge):
    density = ion_density(molar)

    def equations(r, y):
        ions = density * (np.exp(-y[0]) - np.exp(y[0]))
        return np.vstack([y[1], -2 * y[1] / r - 4 * np.pi * bjerrum * ions])

    def boundary(ya, yb):
        return np.array([ya[1] + charge * bjerrum / radius**2,
                         yb[1] + (kappa + 1 / outer) * yb[0]])

    mesh = np.geomspace(radius, outer, 400)
    guess = charge * bjerrum * np.exp(-kappa * (mesh - radius)) / mesh
    start = np.vstack([guess, -guess * (kappa + 1 / mesh)])
    result = solve_bvp(equations, boundary, mesh, start,
                       tol=1e-8, max_nodes=30000)
    assert result.success
    return result


def reaction_u(charge, result):
    """Shift of the reduced potential inside the sphere due to the salt."""
    return result.sol(radius)[0] - charge * bjerrum / radius


def charging_work(charge):
    """Reversible work of charging against the salt's potential, in eV."""
    nodes, weights = np.polynomial.legendre.leggauss(6)
    charges = 0.5 * charge * (nodes + 1)
    shifts = [reaction_u(z, solve_nonlinear(z)) for z in charges]
    return kT * 0.5 * charge * np.dot(weights, shifts)


small = 0.05
small_work = charging_work(small)
assert abs(small_work / salt_term(molar, small) - 1) < 1e-3

full_work = charging_work(1.0)
full = solve_nonlinear(1.0)
contact_nonlinear = full.sol(radius)[0]
linear_error = full_work / formula - 1
assert 0 < linear_error < 0.05

# Free energy from its definition: electrostatic energy plus ion entropy
r = np.linspace(radius, outer, 20001)
u = full.sol(r)[0]
n0 = ion_density(molar)
n_plus, n_minus = n0 * np.exp(-u), n0 * np.exp(u)
shell = 4 * np.pi * r**2
ion_energy = kT * simpson(0.5 * (n_plus - n_minus) * u * shell, x=r)
entropy_cost = kT * simpson(
    sum(n * np.log(n / n0) - n + n0 for n in (n_plus, n_minus)) * shell, x=r)
functional = 0.5 * kT * reaction_u(1.0, full) + ion_energy + entropy_cost
assert abs(functional / full_work - 1) < 1e-4

# ---- Limits of the formula, compared with it at extreme concentrations ----
dilute_limit = -coulomb * kappa / (2 * eps_bulk)
strong_limit = -coulomb / (2 * eps_bulk * radius)
tiny = 1e-8
assert abs(salt_term(tiny) / (dilute_limit * np.sqrt(tiny / molar)) - 1) < 1e-3
assert abs(salt_term(1e8) / strong_limit - 1) < 1e-3

# ---- Printed numbers ----
to_kj = sc.e * sc.N_A / 1e3
print(f"ion-excluding radius a: {radius:.1f} angstrom")
print(f"relative permittivity: {eps_bulk:.0f}")
print(f"temperature: {temperature:.0f} K")
print(f"salt concentration (1:1): {molar:.1f} mol/L")
print(f"e^2/(4 pi eps0): {coulomb:.4f} eV angstrom")
print(f"thermal energy kT: {1e3 * kT:.3f} meV")
print(f"density of each ion species: {n0:.4e} angstrom^-3")
print(f"Bjerrum length: {bjerrum:.4f} angstrom")
print(f"kappa: {kappa:.5f} angstrom^-1")
print(f"Debye length 1/kappa: {1 / kappa:.3f} angstrom")
print(f"kappa a: {kappa * radius:.4f}")
print(f"equivalent shell radius a + 1/kappa: {shell_radius:.3f} angstrom")
print(f"potential shift C inside sphere: {2e3 * formula:.3f} mV")
print(f"salt term, formula: {1e3 * formula:.3f} meV")
print(f"salt term, formula, converted: {to_kj * formula:.3f} kJ/mol")
print(f"salt term over kT: {formula / kT:.4f}")
print(f"dilute limit -q^2 kappa/(2 eps): {1e3 * dilute_limit:.3f} meV")
print(f"strong-salt limit -q^2/(2 eps a): {1e3 * strong_limit:.3f} meV")
print(f"grid, uniform permittivity: {1e3 * grid_uniform:.3f} meV")
print(f"grid, smooth cavity settled at a: {1e3 * grid_settled:.3f} meV")
print(f"grid, cavity settling at 8 angstrom: {1e3 * grid_late:.3f} meV")
print(f"ion cloud total charge: {cloud_charge:.6f} e")
print(f"contact e phi/kT, linear: {linear_u(radius):.4f}")
print(f"contact e phi/kT, nonlinear: {contact_nonlinear:.4f}")
print(f"nonlinear charging work: {1e3 * full_work:.3f} meV")
print(f"nonlinear energy plus entropy: {1e3 * functional:.3f} meV")
print(f"nonlinear excess over formula: {100 * linear_error:.2f} percent")
for conc in (0.001, 0.01, 1.0):
    print(f"salt term at {conc:g} mol/L: {1e3 * salt_term(conc):.3f} meV")
print("done: every assertion held")
```

Output:

```
ion-excluding radius a: 4.0 angstrom
relative permittivity: 80
temperature: 300 K
salt concentration (1:1): 0.1 mol/L
e^2/(4 pi eps0): 14.3996 eV angstrom
thermal energy kT: 25.852 meV
density of each ion species: 6.0221e-05 angstrom^-3
Bjerrum length: 6.9625 angstrom
kappa: 0.10265 angstrom^-1
Debye length 1/kappa: 9.741 angstrom
kappa a: 0.4106
equivalent shell radius a + 1/kappa: 13.741 angstrom
potential shift C inside sphere: -13.099 mV
salt term, formula: -6.549 meV
salt term, formula, converted: -0.632 kJ/mol
salt term over kT: -0.2533
dilute limit -q^2 kappa/(2 eps): -9.239 meV
strong-salt limit -q^2/(2 eps a): -22.499 meV
grid, uniform permittivity: -6.549 meV
grid, smooth cavity settled at a: -6.549 meV
grid, cavity settling at 8 angstrom: -7.033 meV
ion cloud total charge: -1.000000 e
contact e phi/kT, linear: 1.2340
contact e phi/kT, nonlinear: 1.2222
nonlinear charging work: -6.625 meV
nonlinear energy plus entropy: -6.625 meV
nonlinear excess over formula: 1.15 percent
salt term at 0.001 mol/L: -0.887 meV
salt term at 0.01 mol/L: -2.586 meV
salt term at 1 mol/L: -12.711 meV
done: every assertion held
```
